# Why T/(1−R) suppresses interference fringes in a weakly absorbing film

**Q:** I measure the reflectance $R$ and transmittance $T$ of an oxide film on glass. Both are full of interference fringes, yet $T/(1-R)$ is almost flat. Why?

**A:** Start with energy. Let $R$, $T$ and $A$ be the fractions of the incident power that are reflected, transmitted and absorbed, for the same spot, angle and wavelength, with no scattered light. Then $R+T+A=1$, so $1-R=T+A$ and

$$\frac{T}{1-R}=\frac{T}{T+A}=\frac{1}{1+A/T}.$$

If nothing absorbs, $A=0$ and the ratio is 1 at every wavelength. Interference only moves power between reflection and transmission, and the denominator follows the numerator.

**Q:** My film does absorb a little. Interference changes the field inside it, so shouldn't $A$ have fringes too?

**A:** It does, and energy conservation alone doesn't remove them. We need to know why $A$ and $T$ share nearly the same fringes.

Take normal incidence from a transparent medium of index $n_{\rm in}$, a uniform film of thickness $d$ and index $N=n+ik$, and a thick transparent substrate of index $s$, whose rear face we ignore for now. Fields vary as $e^{-i\omega t}$, with $q=\omega/c=2\pi/\lambda$ and $\alpha=2qk=4\pi k/\lambda$.

The absorbed power per volume is $\tfrac12\omega\varepsilon_0\,{\rm Im}(N^2)|E|^2=\omega\varepsilon_0nk|E|^2$. The incident flux is $\tfrac12 n_{\rm in}\varepsilon_0c|E_{\rm in}|^2$. Dividing, with $2\omega k/c=\alpha$, and setting $E_{\rm in}=1$,

$$A=\frac{n\alpha}{n_{\rm in}}\int_0^d|E|^2dx,\qquad T=\frac{s}{n_{\rm in}}|E_t|^2,$$

where $E_t$ is the field at the exit face. Therefore

$$\frac AT=\frac{n\alpha}{s}\int_0^d\left|\frac{E}{E_t}\right|^2dx.$$

The entrance medium has cancelled from the prefactor. It is absent from the integrand too, because the exit face fixes $E/E_t$. Let $x$ be the distance from that face back into the film. Since $\alpha$ already stands in front, the lossless field suffices to first order:

$$E=a\,e^{-inqx}+b\,e^{inqx},\qquad H=n\left(a\,e^{-inqx}-b\,e^{inqx}\right).$$

The first wave travels toward the exit, and $H$ is the magnetic field scaled so that $H=sE$ in the substrate. Continuity at $x=0$ requires $a+b=E_t$ and $n(a-b)=sE_t$, so $a=\tfrac12(1+s/n)E_t$ and $b=\tfrac12(1-s/n)E_t$. Substitution gives

$$\frac{E}{E_t}=\cos nqx-i\frac sn\sin nqx,\qquad \left|\frac{E}{E_t}\right|^2=\cos^2nqx+\frac{s^2}{n^2}\sin^2nqx.$$

Interference at the front changes how much light enters, and scales this whole pattern and $E_t$ together. That common factor produces the fringes of $T$ and most of those of $A$, and it cancels in $A/T$.

**Q:** Then what is left?

**A:** The standing wave itself. Using $\cos^2u=(1+\cos2u)/2$ and $\sin^2u=(1-\cos2u)/2$, and writing $\phi=nqd$,

$$\int_0^d\left|\frac{E}{E_t}\right|^2dx=\frac d2\left[\left(1+\frac{s^2}{n^2}\right)+\left(1-\frac{s^2}{n^2}\right)\frac{\sin2\phi}{2\phi}\right].$$

Multiplying by $n\alpha/s$ gives, to first order in absorption,

$$\frac AT=\alpha d\,F,\qquad F=\frac{n^2+s^2}{2ns}+\frac{n^2-s^2}{2ns}\,\frac{\sin2\phi}{2\phi}.$$

The first part of $F$ is smooth. The second is the residual fringe. Because $\alpha d/(2\phi)=k/n$, its contribution to $A/T$ is

$$\frac{k(n^2-s^2)}{2n^2s}\sin2\phi.$$

It vanishes with $k$ and, at fixed $k$, its amplitude doesn't grow with thickness: complete periods of the standing wave average out, leaving only the incomplete one. It also vanishes at this order when $s=n$, since no wave then returns from the exit face.

**Q:** Do these small fringes line up with those in $T$?

**A:** No. At the entrance face of a lossless film, the fields above are $E/E_t=\cos\phi-i(s/n)\sin\phi$ and $H/E_t=s\cos\phi-in\sin\phi$. For incidence from air, the incident amplitude is $(E+H)/2$, so

$$T=\frac{4s}{(1+s)^2\cos^2\phi+(n+s/n)^2\sin^2\phi}.$$

The extrema of $T$ lie at $\sin2\phi=0$, where the residual fringe is zero. The residual is largest about midway between them.

**Q:** Can you show me this with numbers?

**A:** Take $n=2.0$, $s=1.5$, $d=500$ nm and $\alpha=1000$ cm⁻¹, all held fixed across the window. Then $\alpha d=0.0500$. Define the apparent coefficient $\alpha_{\rm app}=-\ln[T/(1-R)]/d$. Solving the boundary equations with absorption included gives:

| $\lambda$ (nm) | $R$ | $T$ | $T/(1-R)$ | $\alpha_{\rm app}$ (cm⁻¹) |
|---|---|---|---|---|
| 571.4 | 0.2015 | 0.7581 | 0.9494 | 1039 |
| 533.3 | 0.1290 | 0.8273 | 0.9499 | 1028 |
| 500.0 | 0.0428 | 0.9087 | 0.9493 | 1040 |
| 470.6 | 0.1296 | 0.8259 | 0.9489 | 1050 |
| 444.4 | 0.2015 | 0.7581 | 0.9494 | 1039 |

At 500 nm, $0.9087/(1-0.0428)=0.9493$ from the rounded entries. Its negative logarithm is 0.0520, and division by $5.00\times10^{-5}$ cm gives 1040 cm⁻¹.

Across the window, the peak-to-peak swing of $T$ is 143 times that of the ratio. Relative to their means, $T$ swings by 18.2%, $A$ by 18.3%, but $A/T$ by only 2.2%. The shared fringes have cancelled. As derived, the ratio is nearly the same at all three extrema of $T$ and departs between them.

**Q:** I put in 1000 cm⁻¹ but get about 1040. Why isn't the ratio just $e^{-\alpha d}$?

**A:** For weak absorption, $-\ln[T/(1-R)]=\ln(1+A/T)\approx\alpha d\,F$, so $\alpha_{\rm app}\approx F\alpha$. The smooth part of $F$ is $(4+2.25)/6=1.0417$. It exceeds 1 whenever $n\ne s$, because $n^2+s^2-2ns=(n-s)^2$. The returning wave adds absorption while reducing the net flux that leaves. Dividing the 500 nm value by 1.0417 gives 998 cm⁻¹; the remaining 0.2% is of higher order in absorption.

**Q:** If I make the film more transparent, does the fringe in $\alpha_{\rm app}$ disappear?

**A:** Its absolute size does, but its size relative to $\alpha$ doesn't. The relative amplitude is

$$\frac{n^2-s^2}{n^2+s^2}\,\frac1{2\phi},$$

which contains no $k$. Here the first fraction is $1.75/6.25=0.28$. The two residual extrema are near $2\phi=23.56$ and 26.70, so the expected swing is $0.28(1/23.56+1/26.70)=2.24\%$. The computed swings are 2.24% at 10 cm⁻¹, 2.23% at 100 cm⁻¹ and 2.13% at 1000 cm⁻¹.

A thicker film reduces this relative fringe. In the opposite limit, $2\phi\ll1$, we have $\sin2\phi/(2\phi)\to1$ and $F\to n/s=1.333$. The field is then nearly uniform, and the correction is a 33% bias rather than a fringe. A 1 nm film gives 1.3332.

**Q:** What happens when absorption is strong?

**A:** We can find the ratio for any $k$ by following the net flux. Replace $n$ by $N$ in the two film waves and call them $f=a e^{-iNqx}$ and $g=b e^{iNqx}$. In common units the net flux is

$${\rm Re}(EH^*)={\rm Re}\left[N^*(f+g)(f^*-g^*)\right].$$

The product of brackets is $|f|^2-|g|^2+gf^*-fg^*$, and its last two terms equal $2i\,{\rm Im}(gf^*)$. Since $N^*=n-ik$,

$${\rm Re}(EH^*)=n\left(|f|^2-|g|^2\right)+2k\,{\rm Im}(gf^*).$$

Now $|f|^2=|a|^2e^{\alpha x}$, $|g|^2=|b|^2e^{-\alpha x}$ and $gf^*=ba^*e^{2inqx}$. The exit conditions give $a=(N+s)E_t/(2N)$ and $b/a=r=(N-s)/(N+s)$. The flux at $x=d$ is proportional to $1-R$, and the exit flux $s|E_t|^2$ is proportional to $T$ by the same factor. Hence

$$\frac{1-R}{T}=\frac{|N+s|^2}{4s|N|^2}\left\{n\left[e^{\alpha d}-|r|^2e^{-\alpha d}\right]+2k\,{\rm Im}\left(re^{2i\phi}\right)\right\}.$$

When $\alpha d\gg1$ while $k\ll n$, the first exponential dominates:

$$\frac{T}{1-R}\approx\frac{4ns}{(n+s)^2}e^{-\alpha d},\qquad \alpha_{\rm app}\approx\alpha+\frac1d\ln\frac{(n+s)^2}{4ns}.$$

In this limit the bias is an additive constant instead of a factor. The limit is demanding, though: the neglected terms of order $k^2/n^2$ must be small beside the logarithm, which is only 0.021 for our indices. That takes a film several wavelengths thick, so that $\alpha d$ can be large while $k$ stays very small. Our 500 nm film doesn't quite get there: at a wavelength of 500 nm its bias peaks near +360 cm⁻¹ around $\alpha=3\times10^4$ cm⁻¹ and then falls as $k$ grows. At 500 nm and $\alpha=10^5$ cm⁻¹, where $\alpha d=5$ and $k\approx0.4$, the constant would be +412 cm⁻¹, but the full formula gives a bias of about −100 cm⁻¹. Both numbers are below 0.5% of $\alpha$ there; if that accuracy matters, use the full formula.

**Q:** Does it matter which side I illuminate?

**A:** Yes. The exit medium enters the result, so light arriving from inside the glass requires $s\to1$ in $F$. Its smooth part becomes $(4+1)/4=1.25$. The mean $\alpha_{\rm app}$ is 1235 cm⁻¹ from the glass side, against 1039 cm⁻¹ from the film side.

**Q:** My glass also has a rear face. Does that restore the fringes?

**A:** Partly. Suppose the glass is lossless and thick enough that its internal reflections add as intensities. Let its rear face reflect a fraction $\rho$, and let primes denote film properties for light from the glass. The film transmits the same fraction $T$ both ways. The total power $J$ striking the rear face obeys $J=T+\rho R'J$, so $J=T/(1-\rho R')$. Then $T_{\rm tot}=(1-\rho)J$ and $A_{\rm tot}=A+\rho JA'$, giving

$$\frac{A_{\rm tot}}{T_{\rm tot}}=\frac{A(1-\rho R')}{(1-\rho)T}+\frac{\rho A'}{1-\rho}.$$

With $R'=1-T-A'$, we have $1-\rho R'=(1-\rho)+\rho(T+A')$. Therefore

$$\frac{A_{\rm tot}}{T_{\rm tot}}=\frac AT+\frac{\rho}{1-\rho}\left(A+A'+\frac{AA'}T\right).$$

Everything still vanishes without absorption, but $A$ and $A'$ now appear undivided by $T$, and both bring some of their fringes back. Here $\rho=(0.5/2.5)^2=0.04$. The rear face raises $\alpha_{\rm app}$ by 72 to 87 cm⁻¹, and its swing grows from 22 to 29 cm⁻¹.

**Q:** How far can I trust this for a real oxide film?

**A:** The parameters are round illustrative values, not measurements of a particular oxide. Real $n$ and $\alpha$ also vary with wavelength; changing $n$ by 0.05 either way moves $\alpha_{\rm app}$ by at most about 14 cm⁻¹ in this window.

The assumption to watch is that $R$ and $T$ describe the same film under the same conditions. If the $R$ spot is 1% thicker, $\alpha_{\rm app}$ shifts by between −479 and +427 cm⁻¹ across the window. Even with no absorption, the ratio then swings by 0.048. Measuring $R$ at 8° with unpolarized light and $T$ at normal incidence shifts the result by about −105 to +117 cm⁻¹. These errors far exceed the intrinsic 22 cm⁻¹ swing.

A thickness spread within a beam shared by both measurements is much less harmful. Each lossless patch obeys $R+T=1$, so their averages do too. For thicknesses spread uniformly over 5% either way, the shift stays within about 5 cm⁻¹; two equal patches at the 5% extremes give about 13 cm⁻¹.

**Q:** And if the fringes are gone, is the absorption value reliable?

**A:** Not necessarily, because an error can shift the whole curve by much more than the fringes it adds. Reading $R$ too high by 0.005 lowers $\alpha_{\rm app}$ by 105 to 126 cm⁻¹. The corresponding error in $-\ln[T/(1-R)]$ is about $0.005/(1-R)$, hence at least about 0.005. At 100 cm⁻¹ the whole signal $\alpha d$ of this film is 0.005, so such a reading error would be as large as the absorption sought. The numerical output below also lists the smaller effects of substrate loss and roughness.

## Values computed for the example and the checks

```
film index n = 2.0 ; substrate index s = 1.5
film thickness d = 500 nm
true alpha = 1000 cm^-1 ; alpha*d = 0.0500
k at 500 nm = 0.00398
window = 444.4 to 571.4 nm
smooth factor (n^2+s^2)/(2ns) = 1.0417
thin-film factor, 1 nm film, computed = 1.3332
nm, eV, 2phi(rad), R, T, A, T/(1-R), alpha_app, corrected (cm^-1)
571.4 2.170 21.99 0.2015 0.7581 0.0404 0.94936 1039.4 997.8
533.3 2.325 23.56 0.1290 0.8273 0.0436 0.94991 1027.8 998.5
500.0 2.480 25.13 0.0428 0.9087 0.0485 0.94935 1039.6 998.0
470.6 2.635 26.70 0.1296 0.8259 0.0445 0.94886 1049.9 997.5
444.4 2.790 28.27 0.2015 0.7581 0.0404 0.94935 1039.5 997.9
relative peak-to-peak swing over the window (percent):
  T: 18.16 ; A: 18.31 ; A/T: 2.19
T swing / ratio swing = 143
ratio minimum at order 8.485, maximum at 7.485
alpha(cm^-1), swing of T, swing of T/(1-R), alpha_app swing/mean (%)
0 0.1666 0.00e+00 undefined
10 0.1664 1.16e-05 2.24
100 0.1649 1.15e-04 2.23
1000 0.1507 1.05e-03 2.13
10000 0.0613 4.26e-03 1.39
mean alpha_app, film side = 1039.1 cm^-1
mean alpha_app, glass side = 1235.3 cm^-1
intrinsic alpha_app swing = 22.2 cm^-1
neglected effect: lowest and highest change of alpha_app (cm^-1)
  rear surface: +72.0 +86.6
  substrate loss 0.1% per pass: +21.5 +21.5
  R at 8 deg, T at 0 deg: -104.5 +117.1
  R spot 1% thicker: -478.9 +427.0
  R reading 0.005 too high: -125.6 -104.7
  1 nm rms roughness (estimate): +3.7 +8.0
  film index changed by 0.05: -13.3 +14.2
  5% thickness spread in beam: -5.4 +4.9
alpha_app swing with rear surface = 29.2 cm^-1
lossless ratio swing, 1% spot mismatch = 0.0477
```
